# Translation and internal modes of a quartic ferroelectric domain wall

## Definitions and conventions

A ferroelectric has polarization \(P(x,t)\) along a fixed axis \(\hat z_P\). It varies only along \(x\), perpendicular to that axis. Its free-energy density and kinetic-energy density are

\[
f=-\frac a2P^2+\frac b4P^4+\frac g2(\partial_xP)^2,\qquad
\mathcal T=\frac m2(\partial_tP)^2,\qquad a,b,g,m>0 .
\]

Because \(P\) is perpendicular to the direction in which it varies, \(\nabla\cdot\mathbf P=0\): the wall carries no bound charge and no depolarizing field. The electrodes are held at equal potential, so the macroscopic field vanishes. Damping, strain and retardation of the electromagnetic field are left out, and the material is treated as a continuum.

The two uniform states are \(P=\pm P_0\). Setting \(\partial f/\partial P=-aP+bP^3=0\) gives \(P_0^2=a/b\). The curvature there is \(-a+3bP_0^2=2a\), so a uniform small vibration has squared frequency

\[
\omega_b^2=\frac{2a}{m}.
\]

This is the bulk threshold. A bulk wave of wavenumber \(k\) along \(x\) has \(m\omega^2=2a+gk^2\), which is never lower.

The result derived below is that a wall has two bound vibrations, with \(\omega_0^2=0\) and \(\omega_1^2=\tfrac34\omega_b^2\). The factor \(3/4\) belongs to the squared frequencies; the frequencies themselves are in the ratio \(\sqrt3/2\approx0.866\).

## The static wall

Varying the action with Lagrangian density \(\mathcal T-f\) gives

\[
m\,\partial_t^2P=g\,\partial_x^2P+aP-bP^3. \tag{1}
\]

For a static wall, \(gP''=-aP+bP^3\). Multiply by \(P'\) and integrate:

\[
\frac g2P'^2=-\frac a2P^2+\frac b4P^4+C .
\]

Far from the wall \(P'\to0\) and \(P^2\to P_0^2\). With \(a=bP_0^2\) this fixes \(C=bP_0^4/4\), and the right side becomes a square:

\[
\frac g2P'^2=\frac b4\,(P_0^2-P^2)^2 .
\]

For a wall rising from \(-P_0\) to \(P_0\) the positive root applies, \(P'=\sqrt{b/2g}\,(P_0^2-P^2)\). Separating variables and placing the centre at \(x=0\),

\[
P_k(x)=P_0\tanh\frac xw,\qquad w^2=\frac{2g}{a}. \tag{2}
\]

The first integral says that the excess of the local energy over its bulk value equals the gradient energy. The wall energy per area is therefore twice the gradient energy:

\[
\sigma=g\int P_k'^2\,dx=\frac{gP_0^2}{w}\int_{-\infty}^{\infty}\operatorname{sech}^4z\,dz=\frac{4gP_0^2}{3w},
\]

where \(\int\operatorname{sech}^4z\,dz=\int_{-1}^{1}(1-t^2)\,dt=4/3\) with \(t=\tanh z\).

## Linearization

Insert \(P=P_k(x)+u(x)e^{-i\omega t}\) in (1), with the real part understood, and keep terms linear in \(u\). The cubic term contributes \(-3bP_k^2u\), so

\[
m\omega^2u=-gu''+(-a+3bP_k^2)u .
\]

Since \(bP_0^2=a\), the bracket is \(-a+3a\tanh^2(x/w)=2a-3a\operatorname{sech}^2(x/w)\). Let \(z=x/w\). Then \(g\,d^2/dx^2=(g/w^2)\,d^2/dz^2=(a/2)\,d^2/dz^2\), and taking out the factor \(a/2\) gives

\[
m\omega^2=\frac a2\lambda,\qquad
Hu=\lambda u,\qquad H=-\frac{d^2}{dz^2}+4-6\operatorname{sech}^2z. \tag{3}
\]

The threshold \(m\omega_b^2=2a\) corresponds to \(\lambda=4\).

## Why one mode has zero frequency

A wall centred at \(X\), \(P_k(x-X)\), solves the static equation for every \(X\). Differentiating \(-gP_k''-aP_k+bP_k^3=0\) with respect to \(x\) gives

\[
-g(P_k')''+(-a+3bP_k^2)P_k'=0 .
\]

Hence \(u\propto P_k'\propto\operatorname{sech}^2z\) has \(\omega=0\). It is the infinitesimal translation \(P_k(x-X)-P_k(x)\approx-XP_k'(x)\). The argument needs a local energy that does not depend on position, but not the quartic form.

## All bound states by factorization

Write \(t=\tanh z\) and \(s=\operatorname{sech}z\), with \(t'=s^2=1-t^2\) and \(s'=-st\). Define

\[
A=\frac d{dz}+2t,\quad A^\dagger=-\frac d{dz}+2t,\quad
B=\frac d{dz}+t,\quad B^\dagger=-\frac d{dz}+t .
\]

Acting on a function \(\phi\),

\[
A^\dagger A\phi=-\phi''-2s^2\phi-2t\phi'+2t\phi'+4t^2\phi
=-\phi''+(4-6s^2)\phi=H\phi .
\]

In the opposite order the term from \(t'\) changes sign:

\[
AA^\dagger=-\frac{d^2}{dz^2}+4t^2+2s^2=-\frac{d^2}{dz^2}+4-2s^2 .
\]

The same calculation for \(B\) gives

\[
B^\dagger B=-\frac{d^2}{dz^2}+t^2-s^2=-\frac{d^2}{dz^2}+1-2s^2,\qquad
BB^\dagger=-\frac{d^2}{dz^2}+t^2+s^2=-\frac{d^2}{dz^2}+1 .
\]

Therefore

\[
H=A^\dagger A,\qquad AA^\dagger=B^\dagger B+3,\qquad BB^\dagger=-\frac{d^2}{dz^2}+1. \tag{4}
\]

Let \(\phi\) be a normalizable eigenfunction of \(H\). Then \(\lambda\|\phi\|^2=\langle\phi,A^\dagger A\phi\rangle=\|A\phi\|^2\ge0\), so no mode is unstable. There are two cases.

**Case \(\lambda=0\).** Then \(A\phi=0\), or \(\phi'=-2t\phi\), whose solution is \(\phi=s^2\) up to a factor. This is the translation mode, and it is nondegenerate.

**Case \(\lambda>0\).** Then \(\chi=A\phi\) is nonzero and normalizable, and \(AA^\dagger\chi=A(A^\dagger A\phi)=\lambda\chi\). By (4), \(B^\dagger B\chi=(\lambda-3)\chi\), which requires \(\lambda\ge3\).

- If \(\lambda=3\), then \(B\chi=0\), so \(\chi'=-t\chi\) and \(\chi=s\). The mode of \(H\) is recovered by applying \(A^\dagger\):
\[
A^\dagger s=-s'+2ts=st+2st=3st .
\]
- If \(\lambda>3\), then \(B\chi\) would be a normalizable eigenfunction of \(-d^2/dz^2+1\). That operator has plane waves but no normalizable eigenfunctions, so this case is empty.

There are thus two bound modes and no others:

\[
\lambda_0=0,\ u_0=\operatorname{sech}^2z;\qquad
\lambda_1=3,\ u_1=\operatorname{sech}z\tanh z .
\]

With (3), \(m\omega_1^2=3a/2\), and

\[
\boxed{\ \omega_1^2=\frac{3a}{2m}=\frac34\,\omega_b^2\ } \tag{5}
\]

A relaxed wall on a fine lattice, in a box of half-length \(20w\), gave two levels below threshold: one of magnitude \(6\times10^{-15}\), and one at 3.000002 after extrapolation in the lattice spacing. The full nonlinear equation was also integrated in time, starting from a wall 2% too wide. In the time unit for which squared frequency equals \(\lambda\), the internal motion had frequency 1.732, which agrees with \(\sqrt3\) within the lattice and time-step errors of a few parts in \(10^4\).

## The continuum

The plane wave \(e^{iqz}\) satisfies \(BB^\dagger e^{iqz}=(1+q^2)e^{iqz}\). Carrying it back through (4) gives an eigenfunction of \(H\) with \(\lambda=3+1+q^2=4+q^2\). First \(B^\dagger e^{iqz}=(t-iq)e^{iqz}\); then

\[
\psi_q=A^\dagger(t-iq)e^{iqz}
=\left[-s^2-iq(t-iq)+2t(t-iq)\right]e^{iqz}
=(3t^2-3iqt-1-q^2)e^{iqz}.
\]

As \(z\to\pm\infty\) the bracket tends to \(2-q^2\mp3iq\). No \(e^{-iqz}\) appears on either side, so the wall reflects nothing in this model. The transmitted amplitude is

\[
T=\frac{2-q^2-3iq}{2-q^2+3iq}=\frac{(1-iq)(2-iq)}{(1+iq)(2+iq)}=e^{-2i\theta},\qquad
\theta=\arctan q+\arctan\frac q2 .
\]

At \(q=0\), \(\psi_0=3t^2-1\) tends to 2 far away. It is bounded but not normalizable, so the threshold state is not a third bound mode.

The phase can be checked in a box. A real solution has the form \(\sin(qz\mp\theta+\alpha)\) at \(z\to\pm\infty\). If it vanishes at \(z=\pm L\), the two arguments differ by a multiple of \(\pi\):

\[
2qL-2\theta(q)=n\pi .
\]

For \(L=20.025\) and \(n=1\) this gives \(q=0.0848\); the lattice diagonalization gave 0.0844. Without the phase, \(q=\pi/2L=0.0784\), which is clearly off.

## What the two modes do

**Width.** Stretching the wall gives \(\tanh[z/(1+\epsilon)]\approx\tanh z-\epsilon z\operatorname{sech}^2z\). This shape is odd, like \(u_1\), but not equal to it. Their normalized overlap is 0.978. Used as a trial function, the stretch gives \(\lambda=3.101\). This lies above 3, as it must, because 3 is the lowest level among odd functions. The frequency estimate is too high by \(\sqrt{3.101/3}-1\approx1.7\%\). The internal mode is therefore nearly, but not strictly, a breathing of the width.

**Uniform field.** A field \(E\) along the polar axis adds \(E\) to the right side of (1). Its linear coupling to a mode is the integral of the mode shape: \(\int\operatorname{sech}^2z\,dz=2\) for translation and zero for the odd internal mode. For a small displacement put \(u=-X(t)P_k'\) and project on \(P_k'\):

\[
M\ddot X=-2P_0E,\qquad M=m\int P_k'^2\,dx=\frac{4mP_0^2}{3w}.
\]

Here \(X\) is defined by this projection; the point where \(P\) crosses zero follows it only after several bulk periods, because the field at first shifts \(P\) uniformly. The minus sign is right: the positive domain lies at \(x>0\), and a positive field makes it grow by moving the wall to the left. To linear order a uniform field moves the wall but does not excite its internal mode.

**Bending.** Let \(u\) also vary as \(e^{iky}\) in the wall plane, with \(y\) perpendicular to \(P\) and the same gradient coefficient \(g\) in that direction. The gradient term adds \(gk^2\) to \(m\omega^2\) for every mode, including the threshold. Translation becomes a wall ripple with \(\omega=k\sqrt{g/m}\), and the separation \(\omega_b^2-\omega_1^2=a/(2m)\) at equal \(k\) is unchanged. Variation along \(P\) itself is different, because it creates bound charge.

## Worked example: a memory-capacitor film

The inputs are round values in the rough regime of hafnium–zirconium oxide: \(P_0=25\ \mu\mathrm{C/cm^2}\), soft-mode susceptibility \(\chi=25\), background permittivity \(\varepsilon_\infty=5\), \(w=0.50\) nm, bulk mode 6.0 THz, cell spacing 0.50 nm and 300 K.

The curvature \(2a\) is the inverse soft-mode response, \(2a=1/(\varepsilon_0\chi)\), so \(a=0.2259\) (MV/cm)/(µC/cm²). In the matching units,

\[
g=\frac{aw^2}{2}=\frac{0.2259\times0.25}{2}=0.0282,\qquad
m=\frac{2a}{(2\pi\times6.0)^2}=\frac{0.4518}{1421}=3.18\times10^{-4},
\]

with nm² in the first and ps² in the second. The wall energy is

\[
\sigma=\frac{4\times0.02824\times625}{3\times0.50}\approx47\ \mathrm{mJ/m^2},
\]

since 1 (MV/cm)(µC/cm²) nm equals 1 mJ/m². The internal mode lies at

\[
\frac{\omega_1}{2\pi}=\frac{\sqrt3}{2}\times6.0=5.20\ \mathrm{THz},\qquad
\hbar\omega_1=21.5\ \mathrm{meV}.
\]

It is 0.80 THz below threshold. The ratio of its frequency to this gap is 6.5, so in the continuum model a line with a quality factor below about 6.5 is wider than the gap and overlaps the bulk band strongly. The discrete cells treated below change both the gap and this ratio.

The field at which a uniform state loses stability is the maximum of \(aP-bP^3\), reached at \(P=P_0/\sqrt3\):

\[
E_c=\frac{2aP_0}{3\sqrt3}=\frac{0.4518\times25}{5.196}=2.17\ \mathrm{MV/cm}.
\]

## Where the result fails

**Discrete cells.** Replace \(d^2u/dz^2\) by the second difference with spacing \(h=d/w\), where \(d\) is the cell spacing, and let the wall relax with its centre between two cells. Here \(w\) means the parameter \(\sqrt{2g/a}\). A displacement by a fraction of a cell is no longer a symmetry, and the translation mode acquires a frequency. With \(P_0\), \(a\) and \(m\) fixed:

| \(w/d\) | \(\omega_0^2/\omega_b^2\) | \(\omega_1^2/\omega_b^2\) | frequencies (THz) |
|---|---|---|---|
| continuum | 0 | 0.750 | 0, 5.20 |
| 1 | 0.165 | 0.614 | 2.44, 4.70 |
| 1/2 | 0.703 | 0.823 | 5.03, 5.44 |

The internal level first falls and then rises. The far limit is clear: for \(w/d\to0\) the cells decouple, each sits at \(\pm P_0\), and both ratios tend to 1. Already at \(w=d\), the example's own value, the continuum misses a pinning frequency of 2.4 THz. Weak discreteness also pulls the even threshold state \(\psi_0\) down into a third, very shallow bound level. It lies about \(4\times10^{-7}\) below \(\lambda=4\) at \(d=0.05w\), where it extends far beyond a box of half-length \(20w\), and at ratio 0.9987 at \(d=0.5w\). At \(w/d=1\) and \(1/2\) it is absent.

**Shape of the energy.** In reduced form, with \(v=P/P_0\), take the local energy

\[
V(v)=\frac{(1-v^2)^2(1+\eta v^2)}{2(1+\eta)} .
\]

Here \(\eta=0\) is the quartic, and \(V''(1)=4\) for every \(\eta\), so the threshold is held fixed. At \(\eta=0.5\) the barrier \(V(0)\) is lower by one third, and the internal ratio falls from 0.750 to 0.533. A third bound mode also appears, at ratio 0.936. The value \(3/4\) and the count of two modes thus belong to the quartic energy, whereas the zero mode of the continuum does not depend on it.

**Bias.** A field shifts the domain polarization by \(\delta P\approx E/(2a)\) and the curvature by \(6bP_0\,\delta P\). The relative change of the squared threshold is then \(\pm3E/(2aP_0)\), or \(\pm0.27\) at 1 MV/cm. Solving the cubic gives 0.70 for the domain opposed to the field and 1.25 for the favoured one. The first is below \(3/4\): a continuum internal mode that kept its zero-field frequency would lie inside the band of the opposed domain. The mode of the biased wall is not computed here; in the continuum that wall also moves, while discrete cells can hold it in place up to a finite field. With the example's inputs that field is about 0.2 MV/cm at \(w=d\), so 1 MV/cm moves that wall, and about 1.3 MV/cm at \(w=d/2\).

**Temperature.** For \(u=c\,u_1\) on a wall of area \(S\), \(\int u_1^2\,dz=2/3\) gives the mode mass \(M_1=\tfrac23mSw\), and

\[
\langle c^2\rangle=\frac{\hbar}{2M_1\omega_1}\coth\frac{\hbar\omega_1}{2k_BT}.
\]

The shape \(u_1\) peaks at \(1/2\). At 300 K the rms peak change of polarization is 1.2% of \(P_0\) for a 10 nm × 10 nm wall moving as one. For a single cell free of its neighbours in the wall plane it is 25%. This counts the internal mode alone; on the lattice with \(w=d\) the pinned translation mode gives about 58% at a central cell in the same single-cell estimate. The barrier per cell, \(aP_0^2d^3/4=27.5\) meV, is about \(k_BT=25.9\) meV. In-plane gradient energy reduces these single-cell values, but local motion is not safely linear.

**Electric fields.** If \(P\) varies along its own direction in the bulk, the depolarizing field adds \(1/(\varepsilon_0\varepsilon_\infty)\) to \(2a\). The frequency rises by the factor \(\sqrt{1+\chi/\varepsilon_\infty}=\sqrt6=2.45\), so the results do not carry over to charged walls. Retardation is weak on the scale of the wall: the light wavenumber inside the material at \(\omega_1\), where \(\varepsilon=\varepsilon_\infty+\chi/(1-\omega_1^2/\omega_b^2)=105\), times \(w\), is \(6\times10^{-4}\). It does, however, allow mixed light–polarization waves below \(\omega_b\), so the threshold is that of the electrostatic model.

## Beside real hafnia films

The polarization and total permittivity chosen here are of the usual size for such films; the 6 THz mode and the single gradient coefficient are simplifications. The assumption most clearly broken is the continuum. First-principles calculations find hafnia walls that can be about half a cell to a cell wide, so \(w=0.50\) nm, which in the continuum spreads the transition over roughly \(2w=1\) nm, is on the wide side. Within this model the row \(w/d=1/2\) is the better guide. There the two central cells relax to about \(\pm0.88P_0\), as on a tanh profile with a full width (twice its tanh length) of about \(0.74d\). The two modes lie near 5.0 and 5.4 THz, instead of a free translation and a mode at 5.2 THz. In a still narrower wall both modes lie closer to the 6 THz threshold. Real films also have several coupled lattice modes, strain and grain boundaries, and they switch by nucleation and wall motion. The value of \(E_c\) is therefore not a prediction of a measured coercive field. The numerical output below lists the main values.

## Values computed for the example and the checks

```
SCALED MODEL (threshold lam = 4)
translation level, lattice: 6.4e-15 (magnitude)
internal level, extrapolated: 3.000002
internal/threshold, squared: 0.750001
bound modes found: 2
first box wavenumber, lattice: 0.08435
first box wavenumber, phase formula: 0.08478
frequency in nonlinear motion: 1.7321
square root of 3: 1.7321
overlap, width change with internal mode: 0.9780
level of pure width change: 3.1011
uniform-field coupling, internal/translation: 1.1e-14
EXAMPLE INPUTS (rough)
P0 = 25.0 uC/cm2
soft-mode susceptibility = 25
background permittivity = 5
w = 0.50 nm, cell spacing = 0.50 nm
bulk mode = 6.000 THz
temperature = 300 K
EXAMPLE RESULTS
a = 0.2259 (MV/cm)/(uC/cm2)
b = 3.614e-04 (MV/cm)/(uC/cm2)^3
g = 0.02824 (MV/cm) nm2/(uC/cm2)
m = 3.179e-04 (MV/cm) ps2/(uC/cm2)
wall energy = 47.06 mJ/m2
intrinsic coercive field = 2.174 MV/cm
internal mode, formula = 5.196 THz
internal mode, diagonalized = 5.195 THz
internal quantum = 21.49 meV
bulk quantum = 24.81 meV
gap to threshold = 0.804 THz
NEGLECTED EFFECTS
w = 1 cell: squared ratios 0.16489, 0.61449
w = 1 cell: modes 2.436, 4.703 THz
w = 1/2 cell: squared ratios 0.70266, 0.82303
w = 1/2 cell: modes 5.030, 5.443 THz
sextic parameter s = 0.5: internal squared ratio 0.5334
bias field = 1.0 MV/cm
squared threshold, P against field: 0.703
squared threshold, P along field: 1.246
  (both relative to the zero-field threshold)
thermal energy = 25.85 meV
rms peak dP/P0, one free cell: 0.249
rms peak dP/P0, 10 nm square wall: 0.0125
internal frequency/gap: 6.46
retardation, wavenumber times w: 5.6e-04
longitudinal/transverse bulk frequency: 2.449
```
